\section*{Graphical addressing of strings and determinants in restricted active space CI, part 1}

(Sections cited here and not found follow in the second part.)

\section{The storage problem of a CI vector}

The ground state of the water molecule near its equilibrium geometry is dominated by one closed-shell determinant. The correlation energy comes from the many other determinants that the electron repulsion mixes in. Take a 6-31G basis, keep the oxygen $1s$ orbital doubly occupied, and distribute the remaining four spin-up ($\alpha$) and four spin-down ($\beta$) electrons over $n=12$ orthonormal real molecular orbitals. The orbitals occupied by one spin form an occupation string. With $N=4$ electrons there are $\binom{12}{4}=495$ strings, and full configuration interaction (CI) uses all $495^2=245025$ determinants. For a string $I$ with occupied orbitals $o_1<o_2<\dots<o_N$, the phase convention is
\begin{equation}
|I_\alpha I_\beta\rangle = \hat a^\dagger_{o_1\alpha}\cdots \hat a^\dagger_{o_N\alpha}\;
\hat a^\dagger_{o'_1\beta}\cdots \hat a^\dagger_{o'_N\beta}\,|\mathrm{vac}\rangle ,
\label{eq:det}
\end{equation}
with all $\alpha$ operators to the left and ascending order within each spin. Equal numbers of $\alpha$ and $\beta$ electrons are assumed for brevity; unequal numbers require separate graphs for each spin and leave the addressing scheme otherwise unchanged, but the CISD limit described below relies on equal numbers.

The lowest eigenvalue is found by repeated products of the Hamiltonian matrix with a coefficient vector. The elementary act in such a product is to remove electrons from a string, put them into other orbitals, and add a contribution to the coefficient of the determinant that results. Each such act needs the position of the new string in an array. The design problem is a map $A$ from allowed strings to integers, the address, that is one-to-one, has no gaps, is computed from the string without a search, and can be inverted. Addresses start at 0 throughout.

\section{Two naive maps}

A string can be read as a binary number $B(I)=\sum_i 2^{\,o_i-1}$, with bit $k-1$ standing for orbital $k$. The map $B$ is one-to-one and costs nothing, but it ranges over $2^n$ values of which only $\binom nN$ are used: 495 out of $2^{12}=4096$ for water. An array indexed by $B$, or a translation table from $B$ to a compact index, doubles in length with every added orbital, whereas for fixed $N$ the number of strings grows only as $n^N$.

The second map stores the allowed strings in a list sorted by $B$ and finds a string by bisection. It has no gaps, but each lookup needs about $\log_2 L$ comparisons in a list of length $L$, and the list must be held in memory. The position in that sorted list is nevertheless the right quantity. It equals the number of allowed strings with smaller $B$, so it can be obtained by counting instead of searching, provided the counts are shared among many strings. A graph organizes this sharing.

\section{Strings as paths}

Let $m_I(k)$ be the number of electrons of string $I$ in orbitals $1,\dots,k$. Then $m_I(0)=0$, $m_I(n)=N$, and $m_I(k)-m_I(k-1)$ is 1 if orbital $k$ is occupied and 0 if it is empty. Draw vertices $(k,m)$ with $0\le k\le n$, $0\le m\le N$, and two kinds of arc:
\begin{align}
\text{empty arc:}&\quad (k-1,m)\to(k,m),\\
\text{occupied arc:}&\quad (k-1,m-1)\to(k,m).
\end{align}
The string defines the path through $(k,m_I(k))$ from the head $(0,0)$ to the tail $(n,N)$. Conversely a head-to-tail path defines a string through the types of its arcs. The two constructions undo each other, so strings and complete paths are the same objects.

Restrictions on strings will enter by deleting vertices, so an arbitrary set of vertices is allowed to be deleted from the start. A path survives if all its vertices are kept. The vertex weight $W(k,m)$ is the number of surviving paths from the head to $(k,m)$. It is zero on deleted vertices and for $m<0$, and $W(0,0)=1$ if the head is kept, while $W(0,m)=0$ for $m>0$. A path that ends at a kept vertex $(k,m)$ arrives either by the empty arc or by the occupied arc, and removing its last arc leaves a surviving path to the previous vertex. The two cases exclude each other, so
\begin{equation}
W(k,m)=W(k-1,m)+W(k-1,m-1)\qquad\text{for kept }(k,m).
\label{eq:rec}
\end{equation}
The number of allowed strings is $W(n,N)$. The table holds $(n+1)(N+1)$ integers, which is $13\times5=65$ for water.

\section{Arc weights and the address}

The aim is to number the $W(k,m)$ paths ending at each vertex by $0,\dots,W(k,m)-1$, using the numbers already given at level $k-1$. Equation \eqref{eq:rec} shows how: leave the numbers of the paths from $(k-1,m)$ as they are, and shift those from $(k-1,m-1)$ past them. Give every empty arc the weight 0 and the occupied arc into $(k,m)$ the weight
\begin{equation}
Y(k,m)=W(k-1,m),
\label{eq:arc}
\end{equation}
and define the address as the sum of arc weights along the path,
\begin{equation}
A(I)=\sum_{i=1}^{N}Y(o_i,i)=\sum_{i=1}^N W(o_i-1,i).
\label{eq:addr}
\end{equation}
The second argument is $i$ because the arc of the $i$-th electron raises the count from $i-1$ to $i$.

The claim is that for every kept vertex $(k,m)$ the partial sums number the surviving head paths by $0,\dots,W(k,m)-1$, each value once, in order of increasing $B$. The proof is by induction on $k$. At $k=0$ there is one path, the empty one, with sum 0. Suppose the claim holds at level $k-1$. Paths entering $(k,m)$ by the empty arc keep their sums, which by hypothesis are
\begin{equation}
0,\;1,\;\dots,\;W(k-1,m)-1 .
\end{equation}
Paths entering by the occupied arc have sums $0,\dots,W(k-1,m-1)-1$ at the previous vertex, and adding \eqref{eq:arc} gives
\begin{equation}
W(k-1,m),\;\dots,\;W(k-1,m)+W(k-1,m-1)-1=W(k,m)-1,
\end{equation}
where the last equality is \eqref{eq:rec}. The two ranges do not overlap and leave no gap. If one of the earlier vertices is deleted its weight is zero, its range is empty, and the statement still holds. For the order, note that a partial string with orbital $k$ empty has $B\le 2^{k-1}-1$, while one with orbital $k$ occupied has $B\ge2^{k-1}$; the first group has the smaller $B$ and the smaller sums. Within a group the same constant is added to all sums and the same constant to all $B$, so the order from level $k-1$ persists. This completes the induction, and at the tail it says that $A(I)$ is the position of $I$ in the list of allowed strings sorted by $B$.

The proof used one property of the graph: a kept vertex is joined to each of its kept predecessors. If single arcs are deleted between kept vertices, \eqref{eq:rec} loses the corresponding term, and $Y(k,m)$ must be set to zero wherever the empty arc into $(k,m)$ is missing. Deleting vertices restricts the count at single levels, and deleting arcs restricts the counts at two adjacent levels, as in keeping one orbital empty. A restriction that ties the occupations of different orbitals together, such as forbidding orbitals 2 and 5 to be occupied at the same time, cannot in general be written as a deletion in this graph; the vertex then needs more labels, a point that returns for determinants below.

\subsection{The unrestricted graph}

With nothing deleted, \eqref{eq:rec} is Pascal's rule with the starting values of the binomial coefficients, so $W(k,m)=\binom km$ and
\begin{equation}
A(I)=\sum_{i=1}^N\binom{o_i-1}{i},
\label{eq:binom}
\end{equation}
with $\binom ab=0$ for $a<b$. The number of orbitals $n$ does not appear: adding orbitals at the top appends new strings and leaves old addresses unchanged. The lowest string $o_i=i$ has $\binom{i-1}{i}=0$ in every term and sits at address 0. For $\{1,3,5,9\}$,
\begin{equation}
A=\binom01+\binom22+\binom43+\binom84=0+1+4+70=75 .
\end{equation}

\subsection{Which order is lexical}

Sorting by $B$ compares two strings at the highest orbital in which they differ. This is reverse-lexical order. Dictionary order compares the lists $(o_1,o_2,\dots)$ from the left: at the lowest orbital in which two strings differ, the string that occupies it comes first. It is obtained by counting from the other end. Let $U(k,m)$ be the number of surviving paths from $(k,m)$ to the tail, with $U(n,N)=1$, zero on deleted vertices and for $m>N$. Sorting paths by their first arc gives
\begin{equation}
U(k,m)=U(k+1,m)+U(k+1,m+1).
\end{equation}
The paths leaving $(k-1,m)$ by the occupied arc number $U(k,m+1)$ and must come first, so occupied arcs get weight 0 and the empty arc $(k-1,m)\to(k,m)$ gets weight $U(k,m+1)$. The induction above, run from $k=n$ down to 0, then gives the ranges $0,\dots,U(k,m+1)-1$ and $U(k,m+1),\dots,U(k-1,m)-1$, which is a gapless numbering in dictionary order. In the unrestricted graph $U(k,m)=\binom{n-k}{N-m}$, the number of ways to place the remaining electrons, so this address depends on $n$. For $\{1,3,5,9\}$ with $n=12$ the empty arcs are at $k=2$ ($m=1$), $k=4$ ($m=2$), $k=6,7,8$ ($m=3$) and $k=10,11,12$ ($m=4$, weight zero):
\begin{equation}
U(2,2)+U(4,3)+U(6,4)+U(7,4)+U(8,4)=\binom{10}{2}+\binom81+1+1+1=56 .
\end{equation}
Either order serves a CI program. The head weights are used from here on.

\subsection{The inverse map}

The two ranges in the proof also invert the address. Start at the tail with remainder $\rho=A$ and $m=N$. At vertex $(k,m)$ the remainder satisfies $0\le\rho<W(k,m)$. If $\rho<W(k-1,m)$ it lies in the first range, orbital $k$ is empty, and the walk moves to $(k-1,m)$. Otherwise it lies in the second range, orbital $k$ is occupied, $\rho$ is replaced by $\rho-W(k-1,m)$, which is less than $W(k-1,m-1)$ by \eqref{eq:rec}, and the walk moves to $(k-1,m-1)$. In both cases the bound on $\rho$ holds at the new vertex, whose weight is therefore positive, so the walk never leaves the graph. No list of strings has to be stored.

\subsection{Address and sign of an excited string}

Let $\hat E_{rs}=\hat a^\dagger_r\hat a_s$ act within one spin on a string $J$ with $s$ occupied and $r$ empty, giving $\pm I$. Take $r>s$. Below level $s$ the strings agree. For $s\le k<r$ the new string has lost an electron, $m_I(k)=m_J(k)-1$. At level $r$ it regains it, and $m_I(k)=m_J(k)$ for $k\ge r$. The paths share all arcs outside levels $s,\dots,r$, and these cancel in the difference of addresses. If both strings lie in the same graph, and $m_k\equiv m_J(k)$,
\begin{equation}
A(I)-A(J)=-W(s-1,m_s)+\sum_{\substack{s<k<r\\ k\ \mathrm{occ.}}}\bigl[W(k-1,m_k-1)-W(k-1,m_k)\bigr]+W(r-1,m_r).
\label{eq:loop}
\end{equation}
The first term removes the occupied arc of $J$ at level $s$, the sum replaces each occupied arc in between by the one with count lower by one, and the last term is the new occupied arc into $(r,m_r)$. The case $r<s$ follows by exchanging $I$ and $J$. The sign comes from the same loop. By \eqref{eq:det}, $\hat a_s$ passes the $m_J(s-1)$ creation operators of its spin below $s$, and $\hat a^\dagger_r$ passes the $m_J(r-1)-1$ that remain below $r$. The sum of the two exponents is
\begin{equation}
m_J(s-1)+m_J(r-1)-1=2m_J(s-1)+\nu,\qquad \nu=m_J(r-1)-m_J(s-1)-1,
\end{equation}
where $\nu$ is the number of occupied orbitals strictly between $s$ and $r$. The sign is $(-1)^\nu$. For a $\beta$ string the pair of operators first passes the $\alpha$ operators, which costs $(-1)^{2N}=+1$.

\section{Restricted strings}

A restricted active space (RAS) divides the orbitals into three consecutive sets of sizes $n_1,n_2,n_3$. RAS1 is nearly full, RAS3 nearly empty, and RAS2 is unrestricted. A string has $h=n_1-m(n_1)$ holes in RAS1 and $p=N-m(n_1+n_2)$ particles in RAS3. A determinant is allowed if
\begin{equation}
h_\alpha+h_\beta\le h_{\max},\qquad p_\alpha+p_\beta\le p_{\max}.
\label{eq:ras}
\end{equation}
The example uses RHF orbitals of H$_2$O at the chosen geometry $R=0.96$~\AA, angle $104.5^\circ$, with $n_1=3$ (symmetries $a_1,b_2,a_1$), $n_2=2$ (the highest occupied orbital, $b_1$, and the lowest empty one, $a_1$), $n_3=7$, and $h_{\max}=p_{\max}=2$.

Since $h$ and $p$ are non-negative, \eqref{eq:ras} can hold only for strings with $h\le h_{\max}$ and $p\le p_{\max}$. In the example 264 of the 495 strings qualify. Keeping the binomial address \eqref{eq:binom} for them brings the gaps back. The allowed string with the largest $B$ is $\{3,5,11,12\}$, with two particles as high as possible and one electron left in RAS1, and its binomial address is $\binom21+\binom42+\binom{10}3+\binom{11}4=2+6+120+330=458$. The 264 strings are scattered over 459 slots.

The cure is already contained in the theorem. The two conditions read
\begin{equation}
m(n_1)\ge n_1-h_{\max},\qquad m(n_1+n_2)\ge N-p_{\max},
\label{eq:gates}
\end{equation}
so they delete the vertices $(n_1,m)$ with $m<n_1-h_{\max}$ and $(n_1+n_2,m)$ with $m<N-p_{\max}$. These two levels are called gates below. Equations \eqref{eq:rec} to \eqref{eq:addr}, the inverse map and the loop formula hold unchanged with the new weights. A string outside the space is recognized because its path meets a vertex of weight zero.

\subsection{The band of useful vertices}

Call a vertex live if it lies on a complete surviving path. For a non-empty space the live vertices are those with
\begin{align}
m_{\min}(k)&\le m\le\min(k,N),\label{eq:band}\\
m_{\min}(k)&=\max\bigl\{0,\;N-n+k,\;\min(k,n_1)-h_{\max},\;N-p_{\max}-\max(0,n_1+n_2-k)\bigr\}.\nonumber
\end{align}
The conditions are necessary. The upper bound holds because $k$ orbitals hold at most $k$ electrons. The remaining $n-k$ orbitals must take $N-m$ electrons, so $N-m\le n-k$. For $k\le n_1$ the count can rise by at most $n_1-k$ before the first gate, so $m+n_1-k\ge n_1-h_{\max}$, that is $m\ge k-h_{\max}$; for $k\ge n_1$ it cannot have fallen, so $m\ge n_1-h_{\max}$. Together these are the third entry. The same argument at the second gate gives $m+(n_1+n_2-k)\ge N-p_{\max}$ before it and $m\ge N-p_{\max}$ after it, which is the fourth entry.

They are also sufficient. Each entry rises by 0 or 1 per level. Their maximum therefore does not fall, and it rises by at most 1, since every entry at $k+1$ is at most its value at $k$ plus 1. A non-empty space has a complete path, which by necessity lies in the band, so $m_{\min}(j)\le\min(j,N)$ at every level $j$. Given $(k,m)$ in the band, take the path with count $\min(m,j)$ for $j\le k$ and $\min(m+j-k,N)$ for $j\ge k$. It starts at the head, rises by 0 or 1 per level, and ends at $N$ because $m+n-k\ge N$. For $j\le k$ it stays at or above $m_{\min}(j)$ because $m_{\min}(j)\le m_{\min}(k)\le m$ and $m_{\min}(j)\le j$. For $j\ge k$ it does so because $m_{\min}(j)\le m_{\min}(k)+j-k\le m+j-k$ and $m_{\min}(j)\le N$. At the gates, $m\ge m_{\min}$ implies \eqref{eq:gates}, so the path survives and $(k,m)$ is live.

Deleting all vertices outside the band changes no address. Every vertex on a head path to a live vertex is itself live, so live vertices keep their weights. An address uses $W(k-1,m)$ for a live vertex $(k,m)$. If this weight is positive, $(k-1,m)$ is reached from the head and reaches the tail through the empty arc to $(k,m)$, so it is live and its weight is kept. If it is zero it stays zero. Pruning is therefore a matter of tidiness.

\subsection{Weights for water}

Here $m_{\min}(k)=\max\{0,\,k-8,\,\min(k,3)-2,\,2-\max(0,5-k)\}$, and the recursion inside the band gives
\begin{equation*}
\begin{array}{rcrrrrr}
k & m_{\min} & W(k,0)&W(k,1)&W(k,2)&W(k,3)&W(k,4)\\
0&0&1&0&0&0&0\\
1&0&1&1&0&0&0\\
2&0&1&2&1&0&0\\
3&1&0&3&3&1&0\\
4&1&0&3&6&4&1\\
5&2&0&0&9&10&5\\
6&2&0&0&9&19&15\\
7&2&0&0&9&28&34\\
8&2&0&0&9&37&62\\
9&2&0&0&9&46&99\\
10&2&0&0&9&55&145\\
11&3&0&0&0&64&200\\
12&4&0&0&0&0&264
\end{array}
\end{equation*}
For instance $W(4,1)=3+0$ because $(3,0)$ is deleted, and $W(8,4)=34+28=62$. The band has 34 vertices. With the gates alone 37 vertices have positive weight, the extra three being the dead ends $(11,2)$, $(12,2)$ and $(12,3)$.

The string $\{1,3,5,9\}$ has $h=1$, $p=1$ and address
\begin{equation}
W(0,1)+W(2,2)+W(4,3)+W(8,4)=0+1+4+62=67 .
\end{equation}
It has moved down from 75 by the number of forbidden strings that preceded it. Only the last arc changed, so these are the forbidden four-electron strings within orbitals 1 to 8. Five have RAS1 empty, $\binom54=5$. Five have $p=3$, with orbitals 6, 7, 8 filled and one electron among orbitals 1 to 5; two of these have that electron in orbital 4 or 5 and were counted already. The total is $5+3=8=70-62$. The dictionary address is 56 in the restricted graph as in the full one. The reason is that every string preceding $\{1,3,5,9\}$ in dictionary order begins with $\{1,2\}$ or $\{1,3\}$, so it has $h\le1$ and $p\le2$ and none is removed.

The inverse walk from $\rho=67$ finds $200$, $145$, $99>67$, so orbitals 12, 11, 10 are empty. At $k=9$, $62\le67$: occupied, $\rho=5$, $m=3$. Then $28$, $19$, $10>5$, so 8, 7, 6 are empty. At $k=5$, $4\le5$: occupied, $\rho=1$, $m=2$. At $k=4$, $3>1$: empty. At $k=3$, $1\le1$: occupied, $\rho=0$, $m=1$. At $k=2$, $1>0$: empty. At $k=1$, $0\le0$: occupied. For the excitation $5\to7$ no occupied orbital lies in between, so the sign is $+1$ and \eqref{eq:loop} gives $-W(4,3)+W(6,3)=-4+19$, placing $\{1,3,7,9\}$ at $67-4+19=82$.

\section{From strings to determinants}

Strings of one spin, with or without RAS limits, now have gapless addresses that are computed and inverted from a small table of vertex weights. What remains is to address determinants, where the limits tie the $\alpha$ and $\beta$ strings together, and to test the scheme in the Hamiltonian matrix.
